# The optimal damping algorithm for closed-shell Hartree–Fock SCF convergence, part 2

Plain Roothaan iteration can fail to converge, as for ethylene with one C–H bond stretched. The optimal damping algorithm (ODA) instead mixes density matrices with the weight that minimises the energy. The setting is closed-shell real RHF in Hartree atomic units, with $n$ doubly occupied orbitals, $N$ orthonormal basis functions $\chi_p$ and $\|A\|^2=\mathrm{Tr}\,A^TA$. The density matrix $D$ omits the spin factor 2. With $(pq|rs)=\iint \chi_p\chi_q(\mathbf r)\,\chi_r\chi_s(\mathbf r')/|\mathbf r-\mathbf r'|$, $J(A)_{pq}=\sum_{rs}(pq|rs)A_{rs}$ and $K(A)_{pq}=\sum_{rs}(pr|qs)A_{rs}$, set $G=2J-K$ and $F(D)=h+G(D)$. The energy is

$$E(D)=2\,\mathrm{Tr}\,hD+\mathrm{Tr}\,G(D)D+V_{nn}.\tag{1}$$

Determinants are pure, $D^2=D$; the relaxed set is $\mathcal K=\{0\le D\le 1,\ \mathrm{Tr}\,D=n\}$. For projectors $A,B$ and $\tilde D=(1-\lambda)A+\lambda B$,

$$\tilde D-\tilde D^2=\lambda(1-\lambda)(A+B-AB-BA)=\lambda(1-\lambda)(A-B)^2,\tag{2}$$

From $\tilde D\in\mathcal K$ towards any $D\in\mathcal K$, with $\tilde F=F(\tilde D)$ and $\Delta=D-\tilde D$,

$$E(\lambda)=E(\tilde D)+s\lambda+c\lambda^2,\quad s=2\,\mathrm{Tr}\,\tilde F\Delta,\quad c=\mathrm{Tr}\,[F(D)-\tilde F]\Delta .\tag{3}$$

$$F(\tilde D+\lambda\Delta)=(1-\lambda)\tilde F+\lambda F(D).\tag{4}$$

ODA takes $D$ as the aufbau projector of $\tilde F$, which minimises the linearised energy over $\mathcal K$. With eigenvalues $\varepsilon_p$ of $\tilde F$ and gap $\gamma=\varepsilon_{n+1}-\varepsilon_n$,

$$-s\ \ge\ \gamma\,[\,\|\Delta\|^2+\mathrm{Tr}(\tilde D-\tilde D^2)\,]\ \ge\ \gamma\|\Delta\|^2 .\tag{6}$$

Equality holds throughout for a pure $\tilde D$ differing from $D$ by a HOMO–LUMO rotation alone. The optimal step is

$$\lambda^*=\begin{cases}1,& c\le -s/2,\\ -s/(2c),& c>-s/2.\end{cases}\tag{7}$$

With $M$ the largest eigenvalue of $G$ on symmetric matrices, $c\le M\|\Delta\|^2$, and in cycle $k$

$$E_{k+1}-E_k\ \le\ -|s_k|\,\min\!\left(\tfrac12,\ \frac{\gamma_k}{4M}\right).\tag{8}$$

Whatever the gap, a damped step lowers $E$ by at least $s^2/8nM$. A Roothaan step ($\lambda=1$ from a pure $\tilde D$) raises the energy exactly when $\lambda^*<1/2$. In a two-orbital model, a soft HOMO–LUMO mode can make Roothaan iteration overshoot and diverge.

If $\gamma_k\ge\gamma_0>0$ for all $k$, every limit point is a pure aufbau solution (the open-gap argument). If the gap closes, fractional occupation in a degenerate frontier level is not excluded.

## Whether relaxation lowers the minimum

A non-pure point has integer trace, so at least two natural orbitals $a,b$ have occupations strictly inside $(0,1)$, and small moves of either sign within their span stay feasible. If the $t^2$ coefficient along such a move is negative, the sign of $t$ can be chosen so that the linear term is non-positive, and the point is not a local minimum. In real space the two-electron part of (1) is $\iint[2\rho(\mathbf r)\rho(\mathbf r')-|D(\mathbf r,\mathbf r')|^2]/r_{12}$ with $\rho(\mathbf r)=D(\mathbf r,\mathbf r)$, a form that also holds for complex Hermitian $D$. By (3) the $t^2$ coefficient is this expression evaluated on the direction itself, independent of the base point. Take real $a,b$, with $J_{ab}=(aa|bb)$, $K_{ab}=(ab|ab)$, and note that $2(J_{ab}-K_{ab})=\iint[a(\mathbf r)b(\mathbf r')-b(\mathbf r)a(\mathbf r')]^2/r_{12}>0$ for orthonormal $a,b$.

For the transfer $Z=|a\rangle\langle a|-|b\rangle\langle b|$, the Coulomb integral of $\rho=a^2-b^2$ is $J_{aa}+J_{bb}-2J_{ab}$, and the exchange integral of $a(\mathbf r)a(\mathbf r')-b(\mathbf r)b(\mathbf r')$ is $J_{aa}+J_{bb}-2K_{ab}$.

- In unrestricted theory with fixed electron number per spin, the transfer acts in one spin channel, where the energy is one half of Coulomb minus exchange. The coefficient is $-(J_{ab}-K_{ab})<0$: self-interaction cancels, and local minima on the relaxed set are pure.
- In real RHF both spins move together. The coefficient is twice Coulomb minus exchange, $J_{aa}+J_{bb}-4J_{ab}+2K_{ab}$. The opposite-spin repulsion $J_{aa}+J_{bb}$ survives and the coefficient can be positive. The span holds a second real traceless direction, $W=|a\rangle\langle b|+|b\rangle\langle a|$, with Coulomb integral $4K_{ab}$ and exchange integral $2J_{ab}+2K_{ab}$, hence coefficient $6K_{ab}-2J_{ab}$. The argument fails only if every combination $\cos\phi\,Z+\sin\phi\,W$ has a non-negative coefficient. This happens for three equivalent, far-separated functions $\varphi_k$ with on-site repulsion $U$ and all other integrals negligible. Take the orthonormal pair $a=\sqrt{2/3}\sum_k\cos\theta_k\,\varphi_k$, $b=\sqrt{2/3}\sum_k\sin\theta_k\,\varphi_k$ with $\theta_k=0,\pi/3,2\pi/3$. The combination has diagonal elements $\tfrac23\cos(2\theta_k-\phi)$ in the $\varphi$ basis, only these enter, and the coefficient is $(2-1)\,U\sum_k\tfrac49\cos^2(2\theta_k-\phi)=2U/3>0$ for every $\phi$. An inter-site repulsion $V=(\varphi_k\varphi_k|\varphi_l\varphi_l)$, which decays only as $1/R$, changes this to $(2U-8V)/3$, so the sign needs $V<U/4$. Within the idealised on-site model a fractional real minimum does exist. Take $n=2$ and $h=-\tau|u\rangle\langle u|$ with $\tau>0$ and $u=(\varphi_1-\varphi_2+\varphi_3)/\sqrt3$, orthogonal to $a$ and $b$. Then $E=-2\tau\langle u|D|u\rangle+U\sum_kD_{kk}^2\ge-2\tau+4U/3$. Equality needs $u$ full and a uniform diagonal, which among real matrices holds only for $D=|u\rangle\langle u|+\tfrac12(|a\rangle\langle a|+|b\rangle\langle b|)$. Whether a given molecule behaves so is not shown here.
- Along $Y=i(|a\rangle\langle b|-|b\rangle\langle a|)$ the density change is zero and exchange alone remains: the coefficient is $-2(J_{ab}-K_{ab})<0$. A real fractional RHF point is not a minimum among complex Hermitian matrices, but a real-arithmetic code does not move in this direction.

In real RHF, purity of the result rests on the open-gap argument and is checked afterwards.

## Algorithm

```
input: h, Vnn, n, Dt in K, tol
Ft = h + G(Dt);  E = Tr((h + Ft) Dt) + Vnn
loop
  diagonalise Ft; D = projector on n lowest eigenvectors
  gap = eps(n+1) - eps(n);  Delta = D - Dt
  s = 2 Tr(Ft Delta)
  if |s| < tol: exit
  F = h + G(D)                      # the Fock build
  c = Tr((F - Ft) Delta)
  lam = 1 if c <= -s/2 else -s/(2c)
  Dt = Dt + lam Delta
  Ft = Ft + lam (F - Ft)
  E  = Tr((h + Ft) Dt) + Vnn
report E, gap, |Dt^2 - Dt|, |[Ft, Dt]|
```

A cycle costs what a Roothaan cycle costs: one Fock build (formally $N^4$) and one diagonalisation ($N^3$), plus traces and updates of order $N^2$. Apart from the integrals and the workspace of the diagonalisation, six $N\times N$ matrices are held at once as written: $h$, $\tilde D$, $\tilde F$, $D$, $\Delta$ and $F$. Five suffice if $s$ is taken as $2\,\mathrm{Tr}\,\tilde FD-2\,\mathrm{Tr}\,\tilde F\tilde D$ and $\Delta$ overwrites $D$ once $F$ is built. In a non-orthogonal basis with overlap $S$ one solves $FC=SC\varepsilon$; traces of a Fock matrix times a density matrix are unchanged by the basis change, so $s$ and $c$ are computed as written. With the total density $P=2D$ they read $s=\mathrm{Tr}\,\tilde F\,\Delta P$ and $c=\tfrac12\mathrm{Tr}\,(F-\tilde F)\Delta P$.

The stopping quantity controls both residuals. The matrix $\tilde D-\tilde D^2$ is positive semidefinite, so its norm is at most its trace, which (6) bounds by $|s|/\gamma$. Since $[\tilde F,D]=0$, the commutator $[\tilde F,\tilde D]=-[\tilde F,\Delta]$ has elements of size $|\varepsilon_p-\varepsilon_q||\Delta_{pq}|$, so $\|[\tilde F,\tilde D]\|\le(\varepsilon_N-\varepsilon_1)\sqrt{|s|/\gamma}$. The guaranteed commutator scales as the square root of the tolerance.

## Stability and failure modes

An error in the stored $\tilde F$ is multiplied by $1-\lambda$ in each update and is removed by a full step, so the recursion (4) does not amplify it. The division in (7) occurs only when $c>|s|/2>\mathrm{tol}/2$. Equations (3) and (4) assume a $G$ that is linear, symmetric and the same in every cycle; with density-dependent integral screening $s$ and $c$ carry errors. The computed parabola still does not rise over the step, so with $0\le\lambda\le1$ the unscreened energy can rise by at most the sum of the absolute errors in $s$ and $c$.

A degenerate frontier level makes $D$ ambiguous, and a nearly degenerate one makes it very sensitive to small changes in $\tilde F$. Descent survives, but (8) becomes weak and the gap-free bound takes its place. If the gap closes in the limit, the proof above no longer excludes a fractional limit.

With an open gap the aufbau projector commutes with every symmetry operation that $\tilde F$ commutes with, so in exact arithmetic the iterates keep the spatial symmetry of the start, and a lower solution of broken symmetry, if one exists, is not reached. A stability analysis is a separate step.

In Kohn–Sham theory with a local or gradient-corrected functional the exchange-correlation energy is not quadratic in the density (Slater exchange goes as $\rho^{4/3}$), so (3) and (4) both fail. The slope $s$ and the bound (6) remain valid for the Kohn–Sham matrix, but the step needs an interpolation or a line search, and descent has to be verified by evaluating the energy.

## Example: ethylene at RHF/6-31G

There are $N=26$ functions, Löwdin-orthonormalised, and $n=8$. The start is the aufbau projector of $h$, and the tolerance is $10^{-10}$ Eh. Geometry A is planar with round values CC $=2.52$ bohr, CH $=2.05$ bohr, HCC $=121.5^\circ$; geometry B has one C–H bond at $7.0$ bohr. The energies are finite-basis, spin-restricted and uncorrelated. For B this level is physically poor, and the geometry serves as a convergence stress case. All values are in the numerical output after the text.

**Geometry A.** In cycle 0, $s=-15.642741$ and $c=12.479195$ Eh. Since $c>-s/2=7.821$ Eh the step is damped: $\lambda^*=15.642741/24.958390=0.6268$. The drop is $s^2/4c=244.6953/49.91678=4.90207$ Eh, which takes $-66.867030$ to $-71.769096$ Eh; the full step would have given $s+c=-3.163546$ Eh. The iterate is far from pure. By (2), and because eigenvalues of $\Delta$ lie in $[-1,1]$, $\|\tilde D^2-\tilde D\|\le\lambda(1-\lambda)\|\Delta\|=0.2339\times\sqrt{11.3428}=0.788$; the computed value is $0.7665$. In cycle 1 the curvature is negative, $c=-0.388861$ Eh, and the full step gives $-5.558241-0.388861=-5.947102$ Eh, arriving at $-77.716197$ Eh up to rounding in the last digit. Cycle 2 has $0<c=0.111<0.181=-s/2$, again a full step. Of 13 cycles 12 are full, so from cycle 2 on, where the starting point is pure, every ODA step is a Roothaan step. Roothaan iteration from the same start also converges for this geometry, with no rise above $10^{-8}$ Eh in 100 cycles. The result is $-78.00391179$ Eh ($-2122.59$ eV), the same to these digits as a PySCF DIIS run from its own guess.

The bounds are loose early. In cycle 0, $\gamma\|\Delta\|^2=0.0487\times11.3428=0.552$ Eh against $|s|=15.64$ Eh; in cycle 3, $0.5577\times0.0377=0.0210$ against $0.0464$ Eh. With $M=18.6674$ Eh, (8) guarantees $15.64\times0.0487/74.67=0.010$ Eh in cycle 0, against the actual $4.90$ Eh. It guarantees descent but does not predict the rate.

**Geometry B.** Cycle 0 has $\lambda^*=18.208404/30.837246=0.5905$. In cycle 2 the gap nearly closes, $\gamma=0.0059$ Eh, the smallest of the run. The step is $1.032582/1.913000=0.5398$ and the drop $1.066226/3.826=0.278679$ Eh, from $-77.129750$ to $-77.408429$ Eh, whereas (8) with $M=18.0392$ Eh guarantees about $8\times10^{-5}$ Eh. A small gap weakened the bound here without slowing the step. The run takes 28 cycles, 13 of them full, and ends at $-77.66347965$ Eh ($-2113.33$ eV) with gap $0.1756$ Eh. The final impurity $1.6\times10^{-10}$ lies under the bound $10^{-10}/0.1756=5.7\times10^{-10}$, and the commutator norm is $3.6\times10^{-6}$ Eh. PySCF restarted from this density returns the same energy, which confirms stationarity and says nothing about minimality.

Roothaan iteration from the same start rises in 45 of 100 cycles. Its last energies are $-76.933272$, $-76.882887$, $-76.933272$ Eh, a swing of $0.050385$ Eh consistent with a two-cycle, and the last lies $0.730$ Eh ($19.9$ eV) above the ODA energy. The four printed ODA cycles have $\lambda^*>1/2$, so the full step would still descend from those points; the last ODA step has $\lambda^*=0.3557<1/2$, so a full step from that last point would have raised the energy. That the soft mode is charge transfer across the stretched bond, as in the two-orbital model, is a conjecture that was not tested.

**Tests.** With PySCF energies as reference, the predicted drop, bound (8), $s\le-\gamma\|\Delta\|^2$, $c\le M\|\Delta\|^2$ and membership in $\mathcal K$ were asserted in every ODA cycle. The parabola at three values of $\lambda$ (to $10^{-9}$ Eh), $\lambda^*$ against a numerical line search (to $10^{-4}$) and update (4) were asserted in the first four cycles. The rule that Roothaan rises when $\lambda^*<1/2$ was asserted for every energy change above $10^{-8}$ Eh. The aufbau minimum was tested against a linear program, the gap inequality on random points of $\mathcal K$, and its equality case on a HOMO–LUMO rotation.

The third difference $E(1)-3E(\tfrac23)+3E(\tfrac13)-E(0)$ vanishes for any polynomial of degree two. On the first segment of A it is $5.7\times10^{-13}$ Eh for Hartree–Fock and $-0.058$ Eh for LDA (SVWN, coarse grid).

For the two carbon 1s Löwdin functions, $J_{aa}=J_{bb}=3.626151$, $J_{ab}=0.396236$ and $K_{ab}=9.0\times10^{-6}$ Eh. The formulas give $-(0.396236-0.000009)=-0.396227$ Eh for the same-spin transfer, $7.252302-1.584944+0.000018=5.66738$ Eh for the real RHF transfer and $-0.792454$ Eh for the imaginary direction, each matched by a finite-difference curvature of the energy. These functions are not fractional natural orbitals of the molecule; they test the coefficients, which do not depend on the base point. The positive value arises because moving an electron pair between two compact, separated functions involves an on-site repulsion nine times the inter-site one. For this pair the real direction $W$ has coefficient $6K_{ab}-2J_{ab}=0.000054-0.792472=-0.792418$ Eh (from the printed integrals, not separately tested), so the pair checks the formulas but is not itself a case where the purity argument fails.

## Calculated quantities

```
C2H4 RHF/6-31G: CC = 2.52 bohr, CH = 2.05 bohr, HCC = 121.5 deg
geometry B: one CH = 7.0 bohr
basis functions = 26, occupied orbitals n = 8
--- geometry A: Vnn = 33.346475 Eh, M = 18.6674 Eh
k, E(Eh), s(Eh), c(Eh), lambda*, gap(Eh), |Delta|^2
0 -66.867030 -15.642741 12.479195 0.6268 0.0487 11.3428
1 -71.769096 -5.558241 -0.388861 1.0000 0.2670 3.2688
2 -77.716197 -0.362762 0.111022 1.0000 0.4953 0.2966
3 -77.967938 -0.046425 0.014885 1.0000 0.5577 0.0377
ODA cycles = 13, full steps = 12, last lambda* = 1.0000
smallest gap = 0.0487 Eh, final gap = 0.5467 Eh
|D^2-D|: largest = 0.7665, final = 4.2e-15; |[F,D]| = 6.6e-06 Eh
E(ODA) = -78.00391179 Eh = -2122.5946 eV
Roothaan: rises in 100 cycles = 0
Roothaan E98,E99,E100 = -78.003912 -78.003912 -78.003912 Eh
E(PySCF DIIS, own guess) = -78.00391179 Eh
--- geometry B: Vnn = 30.137409 Eh, M = 18.0392 Eh
k, E(Eh), s(Eh), c(Eh), lambda*, gap(Eh), |Delta|^2
0 -66.947229 -18.208404 15.418623 0.5905 0.1202 10.4668
1 -72.322967 -4.865091 0.058308 1.0000 0.2496 3.1556
2 -77.129750 -1.032582 0.956500 0.5398 0.0059 2.2664
3 -77.408429 -0.191156 0.100676 0.9494 0.0459 0.5766
ODA cycles = 28, full steps = 13, last lambda* = 0.3557
smallest gap = 0.0059 Eh, final gap = 0.1756 Eh
|D^2-D|: largest = 0.7468, final = 1.6e-10; |[F,D]| = 3.6e-06 Eh
E(ODA) = -77.66347965 Eh = -2113.3309 eV
Roothaan: rises in 100 cycles = 45
Roothaan E98,E99,E100 = -76.933272 -76.882887 -76.933272 Eh
E(PySCF restarted from ODA density) = -77.66347965 Eh
Roothaan E100 - E(ODA) = 0.730208 Eh = 19.870 eV
--- geometry A, first segment, third difference, step 1/3
HF: 5.7e-13 Eh, LDA (SVWN): -5.7615e-02 Eh
--- carbon 1s Lowdin functions a, b (geometry A)
Jaa = 3.626151, Jbb = 3.626151, Jab = 0.396236, Kab = 9.00e-06 Eh
t^2 coefficient, same-spin transfer = -0.396227 Eh
t^2 coefficient, real RHF transfer = 5.667377 Eh
t^2 coefficient, imaginary RHF direction = -0.792454 Eh
```
